# Why silane's symmetry number of twelve lowers its molar entropy: a numerical check

```python
"""Result under test: for hot silane gas, counting every orientation of the
molecule as distinct overstates the molar entropy by R ln(sigma), sigma = 12.
sigma : number of hydrogen permutations produced by turning the molecule
B     : rotational constant hbar^2/(2 I), I = moment of inertia
J     : rotational quantum number, level energy B J (J+1)
Labelled count: 16 (2J+1)^2 states per level (16 = proton spin states).
True count: only states invariant under the even hydrogen permutations.
The molecule is computed with restricted Hartree-Fock, basis def2-SVP."""
from itertools import permutations, product
import numpy as np
from scipy import constants as const
from scipy.linalg import expm
from scipy.optimize import minimize_scalar
from scipy.spatial.transform import Rotation
from pyscf import gto, scf, hessian

R, k, h, hbar = const.R, const.k, const.h, const.hbar
hartree = const.physical_constants["Hartree energy"][0]
bohr = const.physical_constants["Bohr radius"][0]
mass_H, mass_Si = 1.007825 * const.u, 27.976927 * const.u
T_room, T_reactor, pressure = 300.0, 900.0, 1.0 * const.torr
corners = np.array([[1, 1, 1], [1, -1, -1],
                    [-1, 1, -1], [-1, -1, 1]]) / np.sqrt(3)


def entropy_and_energy(levels, weights, T):
    """Molar entropy, mean energy per molecule and partition function."""
    boltz = weights * np.exp(-levels / (k * T))
    q = boltz.sum()
    mean = (levels * boltz).sum() / q
    return R * (np.log(q) + mean / (k * T)), mean, q


def cycle_count(perm):
    seen, cycles = set(), 0
    for start in range(len(perm)):
        if start not in seen:
            cycles += 1
            while start not in seen:
                seen.add(start)
                start = perm[start]
    return cycles


# Which permutations of the hydrogens can be made by turning the molecule?
turns, reflections = [], 0
for perm in permutations(range(4)):
    target = corners[list(perm)]
    matrix = target.T @ np.linalg.pinv(corners.T)
    assert np.allclose(matrix @ corners.T, target.T)
    assert np.allclose(matrix @ matrix.T, np.eye(3))
    if np.linalg.det(matrix) > 0:
        turns.append((perm, matrix))
    else:
        reflections += 1
sigma = len(turns)
assert sigma == 12 and reflections == 12
angles = np.array([np.arccos(np.clip((np.trace(m) - 1) / 2, -1, 1))
                   for _, m in turns])
n_120 = int(np.sum(np.isclose(angles, 2 * np.pi / 3)))
n_180 = int(np.sum(np.isclose(angles, np.pi, atol=1e-6)))
assert (n_120, n_180) == (8, 3)

# Number of Pauli-allowed rotation-spin states for each J, from characters.
J = np.arange(201)
allowed = np.zeros(len(J))
for (perm, _), angle in zip(turns, angles):
    character = 2 * np.cumsum(np.cos(J * angle)) - 1
    allowed += character * 2 ** cycle_count(perm) / sigma
assert np.allclose(allowed, np.round(allowed), atol=1e-5)
allowed = np.round(allowed)

# Independent count: build the projector on rotation and spin states.
spin_states = list(product((0, 1), repeat=4))
spin_index = {state: i for i, state in enumerate(spin_states)}
for j in range(5):
    m = np.arange(-j, j + 1)
    raising = np.diag(np.sqrt(j * (j + 1) - m[:-1] * (m[:-1] + 1)), -1)
    Jx = (raising + raising.T) / 2
    Jy = (raising - raising.T) / 2j
    Jz = np.diag(m)
    projector = np.zeros((16 * len(m), 16 * len(m)), complex)
    for perm, matrix in turns:
        v = Rotation.from_matrix(matrix).as_rotvec()
        turn_op = expm(-1j * (v[0] * Jx + v[1] * Jy + v[2] * Jz))
        spin_op = np.zeros((16, 16))
        for state in spin_states:
            moved = [0] * 4
            for i in range(4):
                moved[perm[i]] = state[i]
            spin_op[spin_index[tuple(moved)], spin_index[state]] = 1
        projector += np.kron(turn_op, spin_op) / sigma
    assert np.allclose(projector @ projector, projector, atol=1e-7)
    assert abs(np.trace(projector) - allowed[j]) < 1e-6


# Bond length and force constants of silane.
def run_scf(bond):
    atoms = [["Si", (0, 0, 0)]] + [["H", tuple(bond * c)] for c in corners]
    mol = gto.M(atom=atoms, basis="def2-svp", unit="Angstrom", verbose=0)
    mf = scf.RHF(mol)
    mf.conv_tol = 1e-11
    mf.kernel()
    assert mf.converged
    return mf


fit = minimize_scalar(lambda r: run_scf(r).e_tot, bounds=(1.40, 1.60),
                      method="bounded", options={"xatol": 1e-5})
bond_A = fit.x
mf = run_scf(bond_A)
assert np.abs(mf.nuc_grad_method().kernel()).max() < 2e-4
hess = hessian.rhf.Hessian(mf).kernel()
hess = hess.transpose(0, 2, 1, 3).reshape(15, 15) * hartree / bohr**2
hess = (hess + hess.T) / 2
bond = bond_A * const.angstrom
positions = np.vstack([np.zeros(3), bond * corners])
masses = np.array([mass_Si] + [mass_H] * 4)

# The breathing force constant must agree with plain energy differences.
breathing = np.concatenate([np.zeros(3), corners.ravel()])
K_hess = breathing @ hess @ breathing
step = 0.01
K_diff = (run_scf(bond_A + step).e_tot + run_scf(bond_A - step).e_tot
          - 2 * mf.e_tot) * hartree / (step * const.angstrom)**2
assert abs(K_hess / K_diff - 1) < 0.01

# Moment of inertia from the definition: equal about all axes.
inertia = sum(m * (p @ p * np.eye(3) - np.outer(p, p))
              for m, p in zip(masses, positions))
I = 8 / 3 * mass_H * bond**2
assert np.allclose(inertia / I, np.eye(3), atol=1e-10)
B = hbar**2 / (2 * I)

# Direct level sums against the classical formulas.
levels = B * J * (J + 1)
labelled = 16.0 * (2 * J + 1)**2
true = (2 * J + 1) * allowed
drop_formula = R * np.log(sigma)


def drop(T):
    return (entropy_and_energy(levels, labelled, T)[0]
            - entropy_and_energy(levels, true, T)[0])


results = {}
for T in (T_room, T_reactor):
    S_lab, U_lab, q_lab = entropy_and_energy(levels, labelled, T)
    S_true, U_true, q_true = entropy_and_energy(levels, true, T)
    q_classical = 8 * np.pi**2 * (2 * np.pi * I * k * T)**1.5 / h**3
    assert np.isclose(q_classical, np.sqrt(np.pi) * (k * T / B)**1.5)
    assert abs(q_lab / 16 / q_classical / np.exp(B / (4 * k * T)) - 1) < 1e-9
    assert abs(q_lab / q_true - sigma) < 1e-8
    assert abs(U_lab - U_true) < 1e-9 * k * T
    assert abs(U_lab - (1.5 * k * T - B / 4)) < 1e-8 * k * T
    S_formula = R * (np.log(q_classical / sigma) + 1.5)
    assert abs(S_true - R * np.log(16) - S_formula) < 1e-6
    assert abs(S_lab - S_true - drop_formula) < 1e-7
    results[T] = (q_lab / 16, q_true / 16, S_lab - R * np.log(16),
                  S_true - R * np.log(16))
assert round(drop_formula, 1) == 20.7
cold_limit = R * np.log(16 / 5)
assert abs(drop(0.2) - cold_limit) < 1e-4
assert abs(drop(5.0) - drop_formula) > 0.1

# Neglected vibration: harmonic levels summed explicitly.
root_mass = np.sqrt(np.repeat(masses, 3))
eig = np.linalg.eigvalsh(hess / np.outer(root_mass, root_mass))
eig = eig[np.argsort(np.abs(eig))]
assert np.all(eig[6:] > 0) and np.abs(eig[:6]).max() < 0.01 * eig[6]
quanta = hbar * np.sqrt(eig[6:])


def vibrational_entropy(T):
    n = np.arange(1000)
    return sum(entropy_and_energy(n * e, np.ones(1000), T)[0]
               for e in quanta)


# Neglected centrifugal distortion: average the elastic relaxation energy
# over the thermal distribution of angular velocity, to first order.
w, v = np.linalg.eigh(hess)
keep = np.argsort(np.abs(w))[6:]
compliance = (v[:, keep] / w[keep]) @ v[:, keep].T
nodes, node_weights = np.polynomial.hermite.hermgauss(5)


def centrifugal_log_q(T):
    total = 0.0
    for a, b, c in product(range(5), repeat=3):
        omega = np.sqrt(2 * k * T / I) * nodes[[a, b, c]]
        force = masses[:, None] * (omega @ omega * positions
                                   - np.outer(positions @ omega, omega))
        force = force.ravel()
        weight = node_weights[[a, b, c]].prod() / np.pi**1.5
        total += weight * 0.5 * force @ compliance @ force
    return total / (k * T)


def centrifugal_entropy(T):
    d = 1.0
    return R * ((T + d) * centrifugal_log_q(T + d)
                - (T - d) * centrifugal_log_q(T - d)) / (2 * d)


density = pressure / (k * T_reactor)
wavelength = h / np.sqrt(2 * np.pi * masses.sum() * k * T_reactor)
degeneracy = density * wavelength**3
assert degeneracy < 1e-6
meV = 1e-3 * const.e
free_energy = T_reactor * drop_formula

print("Silane: RHF/def2-SVP, main isotopes")
print(f"gas constant R = {R:.4f} J/(mol K)")
print(f"hydrogen mass = {mass_H / const.u:.6f} u")
print(f"silicon mass = {mass_Si / const.u:.6f} u")
print(f"hydrogen permutations = {sigma + reflections}")
print(f"made by turning (sigma) = {sigma}")
print(f"needing reflection = {reflections}")
print(f"turns by 120 deg = {n_120}, by 180 deg = {n_180}")
print(f"ln(sigma) = {np.log(sigma):.5f}")
print(f"R ln(sigma) = {drop_formula:.3f} J/(mol K)")
print("allowed states / (2J+1), J=0..4:",
      *[int(x) for x in allowed[:5]])
print(f"Si-H bond length = {bond / const.nano:.4f} nm")
print(f"moment of inertia = {I:.4e} kg m^2")
print(f"rotational constant B = {B / meV:.4f} meV")
print(f"pressure = {pressure / const.torr:.1f} Torr")
for T, (ql, qt, sl, st) in results.items():
    print(f"T = {T:.0f} K: kT = {k * T / meV:.2f} meV")
    print(f"  kT/B = {k * T / B:.1f}")
    print(f"  q labelled = {ql:.1f}, q true = {qt:.2f}")
    print(f"  S_rot labelled = {sl:.2f} J/(mol K)")
    print(f"  S_rot true = {st:.2f} J/(mol K)")
    print(f"  difference = {sl - st:.3f} J/(mol K)")
    print(f"  omitted S_vib = {vibrational_entropy(T):.2f} J/(mol K)")
    print(f"  omitted centrifugal S = {centrifugal_entropy(T):.3f} J/(mol K)")
print(f"T*dS at {T_reactor:.0f} K = {free_energy / 1000:.2f} kJ/mol")
print(f"  = {free_energy / const.N_A / const.e:.3f} eV per molecule")
print(f"gas degeneracy n*lambda^3 at 900 K = {degeneracy:.1e}")
print("Labelled minus true entropy when cold:")
for T in (2.0, 5.0, 10.0, 20.0, 50.0):
    print(f"  {T:.0f} K: {drop(T):.4f} J/(mol K)")
print(f"  J=0 limit R ln(16/5) = {cold_limit:.3f} J/(mol K)")
print("no test failed")
```

It prints:

```
Silane: RHF/def2-SVP, main isotopes
gas constant R = 8.3145 J/(mol K)
hydrogen mass = 1.007825 u
silicon mass = 27.976927 u
hydrogen permutations = 24
made by turning (sigma) = 12
needing reflection = 12
turns by 120 deg = 8, by 180 deg = 3
ln(sigma) = 2.48491
R ln(sigma) = 20.661 J/(mol K)
allowed states / (2J+1), J=0..4: 5 3 5 11 13
Si-H bond length = 0.1481 nm
moment of inertia = 9.7928e-47 kg m^2
rotational constant B = 0.3544 meV
pressure = 1.0 Torr
T = 300 K: kT = 25.85 meV
  kT/B = 72.9
  q labelled = 1108.0, q true = 92.33
  S_rot labelled = 70.73 J/(mol K)
  S_rot true = 50.07 J/(mol K)
  difference = 20.661 J/(mol K)
  omitted S_vib = 1.83 J/(mol K)
  omitted centrifugal S = 0.049 J/(mol K)
T = 900 K: kT = 77.56 meV
  kT/B = 218.8
  q labelled = 5744.3, q true = 478.69
  S_rot labelled = 84.43 J/(mol K)
  S_rot true = 63.77 J/(mol K)
  difference = 20.661 J/(mol K)
  omitted S_vib = 29.26 J/(mol K)
  omitted centrifugal S = 0.148 J/(mol K)
T*dS at 900 K = 18.59 kJ/mol
  = 0.193 eV per molecule
gas degeneracy n*lambda^3 at 900 K = 1.2e-11
Labelled minus true entropy when cold:
  2 K: 13.9907 J/(mol K)
  5 K: 22.0658 J/(mol K)
  10 K: 22.7574 J/(mol K)
  20 K: 21.0774 J/(mol K)
  50 K: 20.6611 J/(mol K)
  J=0 limit R ln(16/5) = 9.671 J/(mol K)
no test failed
```
